Octahedral and Tetrahedral Splittings in the Angular Overlap Model

FIRST HALF: THE FORM OF THE ANSWER, THE ROTATION AND THE OCTAHEDRON

1. What symmetry fixes

A metal ion with one d shell is surrounded by N identical ligands at equal distances. The ligands shift and mix the five d orbitals. Let V be the 5 × 5 matrix of this action. Two arrangements are treated: six ligands at the corners of an octahedron, and four at the corners of a tetrahedron.

The model, called the angular overlap model, rests on two assumptions about V:

(a) V is a sum of contributions, one from each ligand.
(b) One ligand, seen in a frame whose z axis points from the metal to that ligand, gives a diagonal matrix. Its entries are e_σ for m = 0, e_π for m = ±1 and e_δ for m = ±2.

Here m is the angular momentum component along the metal–ligand axis. An interaction with full rotational symmetry about this axis cannot mix different m. A mirror plane containing the axis exchanges m and −m, so their energies are equal. Assumption (b) therefore describes a ligand that acts alike in all directions perpendicular to the bond.

V is also unchanged when a ligand is moved from direction n to direction −n. The σ orbital 3(n·r)² − r² does not notice the sign of n. A π orbital (n·r)(t·r), with t perpendicular to n, at most changes sign, and so does a δ orbital. A sign drops out of the energy matrix.

Now take the 24 rotations that carry a cube into itself. All of them map the octahedron onto itself. Twelve map the tetrahedron onto itself, and the other twelve map it onto its inverted copy, which gives the same V. In both cases V commutes with all 24 rotations.

How many independent matrices have this property? The 25 independent operators on a d shell can be grouped by rank k = 0, 1, 2, 3, 4, with 2k + 1 members each, which rotate among themselves like spherical harmonics of degree k. A rotation by the angle α has, in rank k, the character

χ_k(α) = 1 + 2 cos α + 2 cos 2α + … + 2 cos kα.

The number of invariant combinations is the average of χ_k over the 24 rotations. These are the identity, 8 rotations by 120°, 3 by 180° about the cube axes, 6 by 90°, and 6 by 180° about face diagonals. In this order the sums are:

k = 0: (1 + 8 + 3 + 6 + 6)/24 = 1
k = 1: (3 + 0 − 3 + 6 − 6)/24 = 0
k = 2: (5 − 8 + 3 − 6 + 6)/24 = 0
k = 3: (7 + 8 − 3 − 6 − 6)/24 = 0
k = 4: (9 + 0 + 3 + 6 + 6)/24 = 1

There are two independent cubic matrices, one of rank 0 and one of rank 4. Two such matrices can be named at once. The cube rotations permute the axes x, y, z and change their signs. They therefore carry every combination of z² and x²−y² into another such combination, and the same holds for the set xy, yz, zx. The projectors P_e and P_t onto these two sets are cubic and independent, hence

V = E(e) P_e + E(t2) P_t.

The shell has two levels, called e and t2 (e_g and t_2g in the octahedron, where the subscript g records even parity). The quantity sought is

Δ = E(e) − E(t2).

For the octahedron this is 10Dq.

2. The combination of parameters in the splitting

The matrix of one ligand in its own frame is, in the order m = 2, 1, 0, −1, −2,

E_loc = diag(e_δ, e_π, e_σ, e_π, e_δ).

It can be split by rank. The diagonal member of rank k is even under m → −m for even k and odd for odd k, because a half turn about the x axis multiplies it by (−1)^k. So E_loc contains ranks 0, 2 and 4. Rank 0 is the unit matrix. Rank 2 is proportional to 3L_z² − L², whose entries are 3m² − 6, that is (6, −3, −6, −3, 6). Dividing by −3 gives

C2 = diag(−2, 1, 2, 1, −2).

Operators of different rank are orthogonal, meaning that the trace of their product vanishes. Write the rank 4 member as diag(a, b, c4, b, a). Orthogonality to the unit matrix and to C2 requires

2a + 2b + c4 = 0,
−4a + 2b + 2c4 = 0.

The first equation gives c4 = −2a − 2b. The second then becomes −8a − 2b = 0, so b = −4a and c4 = 6a. With a = 1,

C4 = diag(1, −4, 6, −4, 1).

The expansion is

E_loc = ē·1 + a2 C2 + a4 C4. (1)

Each coefficient follows from multiplying by the corresponding matrix and taking the trace. The traces of the squares are 5, 14 and 70, so

ē = (e_σ + 2e_π + 2e_δ)/5,
a2 = (2e_σ + 2e_π − 4e_δ)/14 = (e_σ + e_π − 2e_δ)/7,
a4 = (6e_σ − 8e_π + 2e_δ)/70 = (3e_σ − 4e_π + e_δ)/35.

Turning a ligand into its place does not mix ranks. After summation over the ligands, each rank must be cubic by itself. Rank 2 has no cubic member, so it sums to zero. Rank 0 shifts all orbitals together. The splitting comes from rank 4 and is proportional to a4:

Δ = g (3e_σ − 4e_π + e_δ). (2)

The factor g depends on the positions of the ligands and not on the parameters. The same combination therefore governs the octahedron and the tetrahedron, and two pure numbers remain to be found.

The coefficients 3, −4 and 1 add to zero, as they must: if the three parameters are equal, each ligand contributes a multiple of the unit matrix and splits nothing. This also permits a simplification. Subtracting e_δ from all three parameters changes V by a common shift. From here on e_δ = 0, so that e_σ and e_π are measured from the δ energy. When e_δ is needed, e_σ is replaced by e_σ − e_δ and e_π by e_π − e_δ, and N e_δ is added to each level.

3. Rotating one ligand into place

Let the ligand have polar angles θ and φ. The active rotation

R = R_z(φ) R_y(θ)

turns the z axis first by θ towards x and then by φ about z, so that it ends on the ligand. Acting on functions, R carries f(r) into f(R⁻¹r). The rotated orbital expands in the fixed ones as

R|μ⟩ = Σ_m |m⟩ D_{mμ}, D_{mμ} = ⟨m|R|μ⟩.

This is the rotation matrix D². The rotation about z multiplies |m⟩ by e^{−imφ}, since it replaces the azimuth by the azimuth minus φ. Hence

D_{mμ} = e^{−imφ} d_{mμ}(θ), d_{mμ}(θ) = ⟨m|R_y(θ)|μ⟩.

A preliminary rotation by ψ about the local axis would multiply column μ by e^{−iμψ}. This phase cancels below, because D appears together with its complex conjugate in the same column. It expresses the axial symmetry of the bond.

In the fixed frame the ligand matrix is R E_loc R†. With real d_{mμ} and a sum over ligands j,

V_{mm'} = Σ_j e^{−i(m−m')φ_j} Σ_μ e_|μ| d_{mμ}(θ_j) d_{m'μ}(θ_j). (3)

Here e_0 = e_σ, e_1 = e_π and e_2 = e_δ = 0. Only the columns μ = 0 and μ = ±1 of d are needed.

4. The required columns of d

Write c = cos θ and s = sin θ. With the Condon–Shortley phases and a common factor left out, the d functions are

|0⟩ = 3z² − r²
|±1⟩ = ∓√6 (x ± iy)z
|±2⟩ = √(3/2) (x ± iy)²

The rotation R_y(θ) carries the x axis to (c, 0, −s) and the z axis to (s, 0, c), and leaves y in place. The coordinates of a point along the turned axes are therefore

X = cx − sz, Y = y, Z = sx + cz.

The turned orbitals are the same polynomials in X, Y, Z. For the σ orbital,

3Z² − r² = 3s²x² + 6sc xz + 3c²z² − r².

Insert x² = (x² − y²)/2 + (r² − z²)/2. The terms in z² and r² become

(3c² − 3s²/2)z² + (3s²/2 − 1)r² = [(3c² − 1)/2](3z² − r²),

where s² = 1 − c² was used. Thus

3Z² − r² = [(3c² − 1)/2](3z² − r²) + 6sc xz + (3/2)s²(x² − y²).

The definitions give xz = (|−1⟩ − |1⟩)/(2√6) and x² − y² = (|2⟩ + |−2⟩)/√6. Reading off the coefficients,

d_{00} = (3c² − 1)/2
d_{10} = −√(3/2) sc, d_{−1,0} = √(3/2) sc
d_{20} = d_{−2,0} = (√6/4) s²

The π orbitals are built from the products

XZ = sc(x² − z²) + (c² − s²)xz,
YZ = s xy + c yz.

Here x² − z² = (x² − y²)/2 − (3z² − r²)/2 and c² − s² = 2c² − 1. The remaining products follow from

i xy = [(x+iy)² − (x−iy)²]/4,
i yz = [(x+iy)z − (x−iy)z]/2.

The turned orbital μ = 1 is −√6(XZ + iYZ). In XZ + iYZ the coefficient of (x+iy)² is sc/4 + s/4, and that of (x−iy)² is sc/4 − s/4. The coefficient of (x+iy)z is (2c² − 1 + c)/2, and that of (x−iy)z is (2c² − 1 − c)/2. The coefficient of 3z² − r² is −sc/2. Multiplying by −√6 and converting to the functions |m⟩ gives

d_{21} = −s(1 + c)/2
d_{11} = (2c² + c − 1)/2
d_{01} = √(3/2) sc
d_{−1,1} = (1 + c − 2c²)/2
d_{−2,1} = s(1 − c)/2

The turned orbital μ = −1 is √6(XZ − iYZ). The sign of the iYZ terms and the prefactor are reversed, and the same reading gives

d_{2,−1} = −s(1 − c)/2
d_{1,−1} = (1 + c − 2c²)/2
d_{0,−1} = −√(3/2) sc
d_{−1,−1} = (2c² + c − 1)/2
d_{−2,−1} = s(1 + c)/2

5. Matrix elements of one ligand

These entries go into equation (3). For m = m' = 0 the σ part is d_{00}², and the two π columns contribute (3/2)s²c² each:

V_00 = e_σ (3c² − 1)²/4 + 3e_π s²c². (4)

For m = m' = 1 put u = 2c² − 1. The π columns give

[(u + c)² + (c − u)²]/4 = (u² + c²)/2 = (4c⁴ − 3c² + 1)/2,

and therefore

V_11 = (3/2)e_σ s²c² + e_π (4c⁴ − 3c² + 1)/2. (5)

For m = m' = 2 the σ part is (6/16)s⁴. The π part is s²[(1 + c)² + (1 − c)²]/4 = s²(1 + c²)/2:

V_22 = (3/8)e_σ s⁴ + e_π s²(1 + c²)/2. (6)

For m = 2 and m' = −2 the π columns give twice −s²(1 + c)(1 − c)/4, which is −s⁴/2. The phase is e^{−4iφ}:

V_{2,−2} = e^{−4iφ} (3e_σ/8 − e_π/2) s⁴. (7)

The columns listed above also show that V_{−1,−1} = V_11 and V_{−2,−2} = V_22.

A quarter turn about z adds 90° to every φ_j and multiplies V_{mm'} by e^{−i(m−m')π/2}. Since V does not change under this turn, an element can survive only if m − m' is 0 or ±4. This holds for both arrangements, provided that a cube axis is chosen as z. Equations (4) to (7) thus contain all that is needed.

6. The octahedron

Put the ligands on the positive and negative x, y and z axes. The two on the z axis have c = ±1 and s = 0. Each of them gives

V_00 = e_σ, V_11 = e_π, V_22 = 0, V_{2,−2} = 0.

The four in the xy plane have c = 0 and s = 1. Their azimuths are multiples of 90°, so e^{−4iφ} = 1. Each of them gives

V_00 = e_σ/4
V_11 = e_π/2
V_22 = 3e_σ/8 + e_π/2
V_{2,−2} = 3e_σ/8 − e_π/2

The sums over six ligands are

V_00 = 2e_σ + 4(e_σ/4) = 3e_σ
V_11 = 2e_π + 4(e_π/2) = 4e_π
V_22 = (3/2)e_σ + 2e_π
V_{2,−2} = (3/2)e_σ − 2e_π

The block of m = ±2 has equal diagonal elements and a real coupling. Its eigenvectors are the sum and the difference of |2⟩ and |−2⟩, which are x²−y² and xy up to a factor. Their energies are

x²−y²: V_22 + V_{2,−2} = 3e_σ,
xy: V_22 − V_{2,−2} = 4e_π.

The orbital x²−y² joins z², and xy joins the pair xz, yz, as Section 1 requires. Hence

E(e_g) = 3e_σ, E(t_2g) = 4e_π, 10Dq = 3e_σ − 4e_π. (8)

In equation (2) this means g = 1 for the octahedron.

The two levels separate the two kinds of bonding. The e_g orbitals feel the σ interaction alone and the t_2g orbitals the π interaction alone. The total σ strength of six ligands, 6e_σ, is shared by two orbitals. The total π strength, 12e_π, is shared by three.

SECOND HALF: THE TETRAHEDRON, THE FACTOR 4/9 AND THE LIMITS OF THE MODEL

7. Symbols and results carried over

Each ligand at polar angles θ, φ shifts the d orbitals by e_σ, e_π and e_δ for |m| = 0, 1 and 2 about its own axis. Energies are measured so that e_δ = 0 unless it is written. V is the sum over the N ligands, c = cos θ and s = sin θ. The levels are e (z², x²−y²) and t2 (xy, yz, zx), and Δ = E(e) − E(t2). One ligand contributes

V_00 = e_σ (3c² − 1)²/4 + 3e_π s²c²
V_11 = (3/2)e_σ s²c² + e_π (4c⁴ − 3c² + 1)/2
V_22 = (3/8)e_σ s⁴ + e_π s²(1 + c²)/2
V_{2,−2} = e^{−4iφ} (3e_σ/8 − e_π/2) s⁴

Elements with m − m' other than 0 or ±4 vanish in the sum. The octahedron has E(e_g) = 3e_σ and E(t_2g) = 4e_π. In the ligand's own frame the matrix is ē·1 + a2 C2 + a4 C4, with

C2 = diag(−2, 1, 2, 1, −2), C4 = diag(1, −4, 6, −4, 1),
ē = (e_σ + 2e_π + 2e_δ)/5,
a2 = (e_σ + e_π − 2e_δ)/7,
a4 = (3e_σ − 4e_π + e_δ)/35.

8. The tetrahedron

Place the four ligands along (1,1,1), (−1,−1,1), (1,−1,−1) and (−1,1,−1). Every direction has c² = 1/3 and s² = 2/3. The azimuths are 45°, 225°, 315° and 135°. Four times any of these is an odd multiple of 180°, so e^{−4iφ} = −1 for all four ligands.

In V_00 the σ term vanishes because 3c² − 1 = 0. The π term is 3e_π(2/3)(1/3) = (2/3)e_π. In V_11 the σ term is (3/2)(2/9)e_σ = e_σ/3, and the π term is (4/9 − 1 + 1)e_π/2 = (2/9)e_π. In V_22 the two terms are (3/8)(4/9)e_σ = e_σ/6 and (2/3)(4/3)e_π/2 = (4/9)e_π. Finally V_{2,−2} = −(4/9)(3e_σ/8 − e_π/2) = −e_σ/6 + (2/9)e_π. Four ligands give

V_00 = (8/3)e_π
V_11 = (4/3)e_σ + (8/9)e_π
V_22 = (2/3)e_σ + (16/9)e_π
V_{2,−2} = −(2/3)e_σ + (8/9)e_π

The block of m = ±2 again has the eigenvectors x²−y² and xy:

x²−y²: V_22 + V_{2,−2} = (24/9)e_π = (8/3)e_π,
xy: V_22 − V_{2,−2} = (4/3)e_σ + (8/9)e_π.

The first agrees with z² and the second with xz and yz. Therefore

E(e) = (8/3)e_π, E(t2) = (4/3)e_σ + (8/9)e_π, (9)

Δ = (24/9 − 8/9)e_π − (4/3)e_σ = −(4/9)(3e_σ − 4e_π). (10)

The tetrahedral splitting is 4/9 of the octahedral one and has the opposite sign.

A rotation does not change the trace, so the trace of V must be N(e_σ + 2e_π). For the tetrahedron, 2E(e) + 3E(t2) = (16/3)e_π + 4e_σ + (8/3)e_π = 4e_σ + 8e_π, as required. For the octahedron, 2(3e_σ) + 3(4e_π) = 6e_σ + 12e_π, also as required.

The vanishing σ term has a geometrical meaning. The orbital z² is zero on the cone 3cos²θ = 1, and all four ligands lie on this cone. A σ interaction needs a nonzero orbital amplitude in the direction of the ligand, and here there is none. The orbital does vary across the cone, which gives it a π interaction. The orbital x²−y² also vanishes at all four ligands, since x² = y² there. The σ interaction of the tetrahedron thus falls on t2, whereas in the octahedron it falls on e_g. In contrast to the octahedron, the tetrahedral t2 level contains both kinds of interaction.

The opposite sign compares the two geometries; which level lies higher in each depends on the parameters. If 3e_σ > 4e_π, then e_g lies above t_2g in the octahedron, and e lies below t2 in the tetrahedron. If 3e_σ < 4e_π, both orders are reversed. If 3e_σ = 4e_π, both splittings vanish.

9. Where the factor 4/9 comes from

Section 2 showed that the splitting is carried by the rank 4 part of the ligand matrix. The factor 4/9 must then follow from the ligand directions alone, and the element V_00 shows how.

Let e_δ be kept for a moment. The squares of the entries d_{0μ} in one row add to one. The weight of e_δ in V_00 is therefore what σ and π leave over:

1 − (3c² − 1)²/4 − 3s²c² = 3/4 − (3/2)c² + (3/4)c⁴ = (3/4)s⁴.

Now take for (e_σ, e_π, e_δ) the entries of C4, which are (6, −4, 1). The rotated matrix has

V_00 = (6/4)(3c² − 1)² − 12s²c² + (3/4)s⁴.

The coefficient of c⁴ is 27/2 + 12 + 3/4 = 105/4. The coefficient of c² is −9 − 12 − 3/2 = −45/2. The constant is 3/2 + 3/4 = 9/4. Hence

V_00 = (105c⁴ − 90c² + 9)/4 = 6P_4(c), P_4(c) = (35c⁴ − 30c² + 3)/8.

The entries of C2, (2, 1, −2), give in the same way

V_00 = (1/2)(3c² − 1)² + 3s²c² − (3/2)s⁴ = 3c² − 1 = 2P_2(c), P_2(c) = (3c² − 1)/2,

since the terms in c⁴ have the coefficients 9/2, −3 and −3/2 and cancel. For general parameters and N ligands,

V_00 = Nē + 2a2 Σ_j P_2(c_j) + 6a4 Σ_j P_4(c_j). (11)

The octahedron has two ligands with c² = 1 and four with c = 0:

ΣP_2 = 2·1 + 4·(−1/2) = 0,
ΣP_4 = 2·1 + 4·(3/8) = 7/2.

In the tetrahedron every ligand has c² = 1/3. Then P_2 = 0 and P_4 = (35/9 − 10 + 3)/8 = −7/18, so

ΣP_2 = 0, ΣP_4 = 4·(−7/18) = −14/9.

The mean of the five levels is Nē = [2E(e) + 3E(t2)]/5. The e level lies (3/5)Δ above this mean, and V_00 = E(e). So (3/5)Δ = 6a4 ΣP_4, or

Δ = 10a4 ΣP_4 = (2/7)(3e_σ − 4e_π + e_δ) ΣP_4. (12)

The octahedron gives (2/7)(7/2) = 1 and the tetrahedron (2/7)(−14/9) = −4/9. The sign is reversed because P_4 is negative in the direction of a cube corner. The number of ligands enters through the sum. Eight ligands at all corners of a cube form a tetrahedron and its inverted copy, so for equal parameters they give twice the tetrahedral value, −8/9.

If the ligand positions are not cubic, ΣP_2 need not vanish. Removing the two ligands on the z axis of the octahedron leaves a square with ΣP_2 = −2. The one-ligand elements for c = 0 then give V_00 = e_σ for z², and V_22 + V_{2,−2} = 3e_σ for x²−y². The e level has split, and one parameter Δ no longer describes the shell.

10. The same result as operator equivalents

The matrix V can also be written with angular momentum operators that have the same matrix elements within one shell. For L = 2 and X = L(L+1) = 6, the rank 4 operators needed are

O_4^0 = 35L_z⁴ − (30X − 25)L_z² + 3X² − 6X = 35L_z⁴ − 155L_z² + 72,
O_4^4 = (L_+⁴ + L_−⁴)/2.

For |m| = 0, 1 and 2 the first has the entries 72, −48 and 12. It equals 12 C4. The second connects m = −2 with m = 2. The four steps of L_+ have the factors √4, √6, √6 and √4, whose product is 24. Thus ⟨2|O_4^4|−2⟩ = 12.

A cubic matrix with mean Nē and splitting Δ has these elements:

V_00 − Nē = (3/5)Δ
V_11 − Nē = −(2/5)Δ
V_22 − Nē = [(3/5)Δ − (2/5)Δ]/2 = Δ/10
V_{2,−2} = [E(x²−y²) − E(xy)]/2 = Δ/2

The diagonal ones are reproduced by O_4^0 with the factor Δ/120, since 72/120 = 3/5, −48/120 = −2/5 and 12/120 = 1/10. The last requires 12 times the coefficient of O_4^4 to equal Δ/2, so this coefficient is Δ/24 = 5Δ/120. Hence

V = Nē + (Δ/120)(O_4^0 + 5O_4^4). (13)

This form holds for both geometries with the axes used here. The angular overlap parameters enter the splitting through Δ, and a measured Δ alone cannot separate e_σ from e_π.

11. A numerical case

Take the round model parameters e_σ = 30.0 and e_π = 6.0 millihartree (mEh), with e_δ = 0. They stand for no particular compound. The octahedron has

E(e_g) = 3 × 30.0 = 90.0 mEh
E(t_2g) = 4 × 6.0 = 24.0 mEh
10Dq = 90.0 − 24.0 = 66.0 mEh = 1.796 eV

In the block of m = ±2, V_22 = 45.0 + 12.0 = 57.0 mEh and V_{2,−2} = 45.0 − 12.0 = 33.0 mEh. Their sum and difference are again 90.0 and 24.0 mEh. The tetrahedron with the same parameters has

E(e) = (8/3) × 6.0 = 16.0 mEh
E(t2) = (4/3) × 30.0 + (8/9) × 6.0 = 40.0 + 5.33 = 45.33 mEh
Δ = 16.0 − 45.33 = −29.33 mEh = −0.798 eV

Its block of m = ±2 has V_22 = 30.67 mEh and V_{2,−2} = −14.67 mEh. The sum, 16.0 mEh, belongs to x²−y², and the difference, 45.33 mEh, to xy. The ratio of the splittings is −29.33/66.0 = −0.444. The numerical check obtains the rotation matrices by integrating over the sphere and confirms these levels by diagonalization.

12. The origin of the parameters and the error of the model

Additivity was assumed in Section 1. A simple explicit model shows how it arises at weak metal–ligand coupling and how it is lost as this coupling grows. Put the d orbitals at energy zero. Give each ligand one σ and two π orbitals, all at energy −W with W > 0, and let the ligand orbitals be orthogonal to one another and to the d orbitals, without coupling among themselves. A ligand σ orbital couples with strength h_σ to the d orbital of σ shape about its axis, and each π orbital couples with strength h_π to its partner.

Let the column u hold the d amplitudes of a state with energy x, let v hold its ligand amplitudes, and let B be the matrix of couplings. The eigenvalue equations are

B v = x u,
B† u − W v = x v.

The second gives v = B†u/(x + W). Inserted into the first, it yields

B B† u = x(x + W) u.

The matrix B B† is a sum over ligands. Each contributes h_σ² on its σ shape and h_π² on its two π shapes. This is W times the matrix V if the parameters are defined by

e_σ = h_σ²/W, e_π = h_π²/W. (14)

If E is an eigenvalue of V, the d-like level x of the explicit model obeys

x(x + W) = W E, x = (W/2)[√(1 + 4E/W) − 1]. (15)

The positive root is taken because it goes to zero with the coupling. For E much smaller than W it expands as x = E − E²/W + …. The angular overlap model is therefore the leading term for weak coupling, of second order in h.

Equation (14) also gives the signs. A filled ligand orbital below the d shell pushes the d level up, so a π donor has e_π > 0 and lowers 10Dq. An empty ligand π orbital above the d shell pushes the d level down. The same second-order formula then has a negative energy denominator, so e_π < 0 and 10Dq is raised.

For W = 500 mEh and the parameters of Section 11, equation (15) gives for the octahedron

x(e_g) = 250 × (√1.720 − 1) = 77.87 mEh,
x(t_2g) = 250 × (√1.192 − 1) = 22.95 mEh.

The splitting is 54.9 mEh. This is about 17% less than the 66.0 mEh of the angular overlap model. The tetrahedral splitting has the size 26.3 mEh, about 10% less than 29.3 mEh. The ratio of the sizes is 0.479 instead of 0.444. For W = 5000 mEh, with e_σ and e_π held fixed, the splittings are 64.55 and 28.98 mEh and the ratio is 0.449. These two depths are large, 13.6 eV and 136 eV. A shallower ligand level makes the error larger: for W = 200 mEh (5.4 eV), equation (15) gives splittings of 45.7 and 23.2 mEh, about 31% and 21% below the model values, and a ratio of 0.508.

The direction of this change follows from the expansion. To first order in 1/W the size of a splitting between model levels E_1 and E_2 becomes

|E_1 − E_2| [1 − (E_1 + E_2)/W].

For the octahedron E_1 + E_2 = 90.0 + 24.0 = 114.0 mEh. For the tetrahedron it is 16.0 + 45.33 = 61.33 mEh. The octahedral splitting loses the larger fraction, so the ratio rises above 4/9. At W = 5000 mEh the estimated losses are 2.3% and 1.2%, in line with the values above. The ratio 4/9 follows from assumptions (a) and (b) with equal parameters, whatever the origin of those parameters. The explicit model satisfies these assumptions only at second order in h, and it was set up with ligand orbitals that do not couple to one another. In the explicit model it is reached in the limit of large W.

13. Conditions of use

The ratio 4/9 compares two complexes with equal parameters. If the bond lengths differ, so in general do the parameters. With superscripts T and O for the two complexes, the ratio becomes

Δ(T)/Δ(O) = −(4/9)(3e_σ^T − 4e_π^T)/(3e_σ^O − 4e_π^O).

A ligand whose π interaction differs between two perpendicular directions does not have the local matrix assumed here, and its orientation about the bond then matters. The metal s and p orbitals have been left out as well. The s orbital cannot mix with the d orbitals in either geometry, because it is unchanged by every symmetry operation and no combination of the d orbitals is. In a tetrahedron, which has no centre of inversion, the metal p orbitals can mix with the t2 orbitals, because x, y, z transform among themselves under its symmetry operations as yz, zx, xy do. In the octahedron parity forbids this mixing.

Finally, Δ is a difference of one-electron energies. In a shell with several d electrons, their mutual repulsion in general also enters the energies of the states, so a transition energy need not equal the size of Δ.

Values computed for the example and the checks

```
e_sigma = 30.0 mEh, e_pi = 6.0 mEh, e_delta = 0
octahedron:
  V(0,0) = 90.0000 mEh
  V(1,1) = 24.0000 mEh
  V(2,2) = 57.0000 mEh
  V(2,-2) = 33.0000 mEh
  level e  = 90.0000 mEh
  level t2 = 24.0000 mEh
  trace of V = 252.0000 mEh
  E(e)-E(t2) = 66.0000 mEh = 1.7960 eV
  sum of P2 = 0.0000, sum of P4 = 3.500000
tetrahedron:
  V(0,0) = 16.0000 mEh
  V(1,1) = 45.3333 mEh
  V(2,2) = 30.6667 mEh
  V(2,-2) = -14.6667 mEh
  level e  = 16.0000 mEh
  level t2 = 45.3333 mEh
  trace of V = 168.0000 mEh
  E(e)-E(t2) = -29.3333 mEh = -0.7982 eV
  sum of P2 = 0.0000, sum of P4 = -1.555556
ratio of splittings, tetrahedron/octahedron = -0.444444
explicit cluster, exact diagonalization (sizes of splittings):
  W = 500 mEh: octahedron 54.925 mEh, tetrahedron 26.315 mEh, ratio 0.4791
  W = 5000 mEh: octahedron 64.550 mEh, tetrahedron 28.980 mEh, ratio 0.4490
```
